# Jamming coverage of disks that roll off neighbours onto a line

## What the answer can depend on

Equal disks of diameter \(d\) fall one at a time towards a straight line, with all centres in one vertical plane. Their horizontal impact positions are random and uniform, with \(k\) arrivals per unit length per unit time. A disk that reaches the line stays where it lands. The coverage \(\theta\) is the number of adsorbed disks per unit length times \(d\).

The only dimensionless combination of \(k\), \(d\) and the time is \(kd\times\text{time}\), so \(\theta\) is a function of that product. At jamming, when no further disk can reach the line, the time has dropped out and with it \(k\) and \(d\). The jamming coverage is therefore a pure number, fixed by what happens to a disk that strikes an adsorbed one. From here on lengths are measured in \(d\) and time \(t\) in \(1/(kd)\). Reflection symmetry makes the two ends of every gap equivalent, which is the origin of the factors of 2 below.

The rule for a blocked disk is as follows. It rolls down the disk it has struck. If it comes to rest on two disks, it is removed. If its way to the line is free, it survives the descent with probability \(p\) and sticks in contact with the disk it rolled off; otherwise it is lost. The value \(p=0\) is random sequential adsorption, in which every blocked disk is discarded, and \(p=1\) is full rolling. The result to be derived is

\[
\theta_\infty(p)=\int_0^\infty(1+2pt)\,K(t)\,dt,\qquad
K(t)=e^{-2p(t-1+e^{-t})-2\,\mathrm{Ein}(t)},
\]

with \(\mathrm{Ein}(t)=\int_0^t(1-e^{-u})\,du/u\). Numerical quadrature gives \(\theta_\infty(0)=0.7476\) and \(\theta_\infty(1)=0.8087\).

## Which impacts succeed

Let two neighbouring disks have their centres at \(0\) and \(h+1\), so that the free length between them is \(h\). Consider an impact at \(x\), with \(0<x<h+1\).

Suppose \(h\ge1\). For \(1<x<h\) the falling disk touches neither neighbour and lands directly; these positions have total length \(h-1\). For \(0<x<1\) it strikes the left disk with its centre at height \(\sqrt{1-x^2}\) and rolls to \(x=1\). On the way its horizontal distance from the right disk is at least \(h\ge1\), so nothing stops it. The right end behaves in the same way. Each end thus collects impacts from a length 1.

Suppose \(h<1\). The centres are then less than 2 apart, so every \(x\) lies within 1 of at least one of them. The falling disk settles at the midpoint, at height \(\sqrt{1-(h+1)^2/4}>0\), resting on both disks, and is removed.

A gap with \(h\ge1\) is therefore filled at the rate

\[
(h-1)+2p ,
\]

and a gap with \(h<1\) is never filled.

## First derivation: gap densities on an infinite line

Let \(G(h,t)\,dh\) be the number of gaps per unit length with free length between \(h\) and \(h+dh\). A direct landing in a gap \(h'\) leaves two gaps, \(u\) and \(h'-1-u\), with \(u\) covering \((0,h'-1)\) at unit rate density. Either of them can have the length \(h\), which gives a factor 2. A rolled disk turns a gap \(h+1\) into a gap \(h\) and a contact of zero length, and it can do so at either end. For \(h\ge1\),

\[
\frac{\partial G(h,t)}{\partial t}=-(h-1+2p)\,G(h,t)+2\int_{h+1}^\infty G(h',t)\,dh'+2p\,G(h+1,t).
\]

The equation is closed because a disk landing in a gap is unaffected by anything beyond the two disks that bound it.

At early times the disks are scattered independently and their gaps are exponentially distributed. This suggests \(G=A(t)e^{-(h-1)t}\) for \(h\ge1\). The terms become

\[
\frac{\partial G}{\partial t}=\left[A'-(h-1)A\right]e^{-(h-1)t},\qquad
\int_{h+1}^\infty G\,dh'=\frac{A}{t}\,e^{-ht},\qquad
G(h+1,t)=A\,e^{-ht}.
\]

Insert these and divide by \(A\,e^{-(h-1)t}\). The term \(-(h-1)\) appears on both sides and cancels, leaving

\[
\frac{A'}{A}=-2p+\frac{2e^{-t}}{t}+2p\,e^{-t}.
\]

No \(h\) remains, so the trial form is a solution. Write \(A=t^2K\), for which \(A'/A=2/t+K'/K\). Then

\[
\frac{K'}{K}=-2p\,(1-e^{-t})-\frac{2(1-e^{-t})}{t}.
\]

Since \(\int_0^t(1-e^{-u})\,du=t-1+e^{-t}\), integration from \(0\) gives the \(K\) stated above, times a constant \(K(0)\). At early times nearly every gap is long, and the number of gaps per unit length is \(\int_1^\infty G\,dh=A/t\to K(0)\,t\). On an almost empty line every arrival succeeds, so this number must be \(t\), and \(K(0)=1\).

Each filling event adds one disk of unit length. With \(y=h-1\),

\[
\frac{d\theta}{dt}=\int_0^\infty(y+2p)\,t^2K\,e^{-yt}\,dy
=t^2K\left(\frac1{t^2}+\frac{2p}{t}\right)=(1+2pt)\,K(t).
\]

Integration over all times from an empty line gives \(\theta_\infty(p)\).

### Early and late times

For small \(t\), \(t-1+e^{-t}\approx t^2/2\) and \(\mathrm{Ein}(t)\approx t-t^2/4\). To first order \(K\approx1-2t\), so

\[
\frac{d\theta}{dt}\approx1-2(1-p)\,t .
\]

Without rolling, each isolated disk blocks a length 2. With \(p=1\) the disks that strike it are all redirected to the line, and the linear loss vanishes. The next order for \(p=1\) follows from \(\ln K\approx-2t-t^2/2\), hence \(K\approx1-2t+\tfrac32t^2\), and

\[
\frac{d\theta}{dt}\approx(1+2t)\left(1-2t+\tfrac32t^2\right)\approx1-\tfrac52\,t^2 .
\]

The coefficient can be counted. Independently landed pairs have gaps \(h<1\) with density \(t^2\) per unit \(h\), and each such pair traps impacts over a length \(h+1\); together they contribute \(t^2\int_0^1(h+1)\,dh=\tfrac32t^2\). Contact pairs form at the rate \(2t\), so their density is \(t^2\), and each traps a length 1. The sum is \(\tfrac52t^2\).

For large \(t\), \(\mathrm{Ein}(t)\to\ln t+\gamma\), where \(\gamma\) is Euler's constant. Then

\[
\frac{d\theta}{dt}\to e^{2p-2\gamma}\,\frac{1+2pt}{t^2}\,e^{-2pt}
=-\frac{d}{dt}\left[e^{2p-2\gamma}\,\frac{e^{-2pt}}{t}\right],
\qquad
\theta_\infty-\theta(t)\to e^{2p-2\gamma}\,\frac{e^{-2pt}}{t}.
\]

For \(p=0\) the deficit is \(0.315/t\), because a gap barely longer than 1 is a target of length \(h-1\to0\). For \(p=1\) it is \(2.33\,e^{-2t}/t\), because every gap that can take a disk is filled at a rate of at least 2.

### Where the extra coverage comes from

Let \(C\) be the number of contacts per unit length. Contacts form at the rate at which rolled disks land, and they are never destroyed:

\[
\frac{dC}{dt}=2p\int_1^\infty G\,dh=2pt\,K(t).
\]

For \(p=1\) quadrature gives \(C=0.3666\) at jamming. There is one gap per disk, so a fraction \(0.3666/0.8087=0.453\) of all gaps are contacts. The uncovered length \(1-\theta_\infty\) is shared among the other gaps, whose mean length is

\[
\frac{1-\theta_\infty}{\theta_\infty-C}=\frac{0.1913}{0.4421}=0.433 .
\]

Without rolling the mean gap is \((1-0.7476)/0.7476=0.338\). The open gaps left after rolling are thus longer on average than those left without it. The gain comes from the contacts, which waste no length: averaged over all gaps, the mean falls to \((1-0.453)\times0.433=0.237\).

## Second derivation: filling one finite gap

Now discard the clock. Let \(N(h)\) be the mean number of disks finally placed in a gap of free length \(h\) between two adsorbed disks. For \(h<1\), \(N=0\). For \(h\ge1\), consider the first disk to stick. It lands directly at a given position with probability density \(1/(h-1+2p)\), or in contact at a given end with probability \(p/(h-1+2p)\). It leaves two gaps that fill independently. A direct landing leaves \(u\) and \(h-1-u\), which contribute equally after integration over \(u\); a contact leaves \(0\) and \(h-1\), with \(N(0)=0\). Hence

\[
(h-1+2p)\,[N(h)-1]=2\int_0^{h-1}N(u)\,du+2p\,N(h-1).
\]

Set \(h=y+1\) and define the Laplace transform \(m(s)=\int_0^\infty N(y+1)\,e^{-sy}\,dy\). Multiplication by \(y\) becomes \(-d/ds\). Because \(N\) vanishes below 1, the transform of \(N(y)\) is \(e^{-s}m(s)\), and that of its integral is \(e^{-s}m(s)/s\). The transform of \(y+2p\) is \(1/s^2+2p/s\). The recursion becomes

\[
-m'+2p\,m-\frac{1+2ps}{s^2}=\left(\frac2s+2p\right)e^{-s}m ,
\]

or

\[
m'=\left[2p\,(1-e^{-s})-\frac{2e^{-s}}{s}\right]m-\frac{1+2ps}{s^2}.
\]

Writing \(-2e^{-s}/s=-2/s+2(1-e^{-s})/s\) shows that the bracket is the logarithmic derivative of \(1/[s^2K(s)]\), with the same function \(K\) as before. Put \(m=c(s)/[s^2K(s)]\). The homogeneous part cancels, and

\[
c'(s)=-(1+2ps)\,K(s).
\]

For large \(s\) the transform sees only small \(y\), where \(N(y+1)=1\), so \(m\approx1/s\) and \(c\approx sK(s)\to0\). Therefore

\[
m(s)=\frac{1}{s^2K(s)}\int_s^\infty(1+2pu)\,K(u)\,du .
\]

As \(s\to0\), \(s^2m(s)\) tends to \(\int_0^\infty(1+2pu)K(u)\,du\), the integral found before; call it \(\theta_\infty\). Since \(N\ge0\), Karamata's Tauberian theorem turns this into \(\int_0^hN\,du\approx\theta_\infty h^2/2\) for large \(h\). In the recursion the term \(2pN(h-1)\) is at most \(2p(h-1)\), because the disks must fit. After division by \(h-1+2p\) it stays bounded, and so \(N(h)/h\to\theta_\infty\). The number of disks per unit length of a long gap is the jamming coverage of the first derivation.

The next order gives the end effect. With \(K\approx1-2s\), and \(\int_0^s(1+2pu)K\,du\approx s\),

\[
s^2m\approx(1+2s)(\theta_\infty-s)\approx\theta_\infty+(2\theta_\infty-1)\,s .
\]

If \(N\) approaches a straight line, that line must be \(N(y+1)=\theta_\infty y+2\theta_\infty-1\), which is

\[
N(h)\approx\theta_\infty(h+1)-1 .
\]

## What each derivation assumes

Both derivations need equal, immobile disks that fall vertically, with impacts that are uniform and independent. Both also need a trapped disk to vanish before the next one arrives, without visiting another gap.

The first assumes a statistically uniform, infinite line that starts empty. It follows the whole history and also gives the contact density. It allows the survival probability to change during exposure: with \(p(t)\) the same exponential form solves the gap equation, and \(2p(t-1+e^{-t})\) is replaced by \(2\int_0^tp(u)(1-e^{-u})\,du\). A varying arrival rate merely turns \(t\) into accumulated exposure.

The second assumes neither an infinite line nor a clock. It uses only the order of events and the independence of the two gaps that a disk leaves behind, and it gives the filling of a finite row directly. Without a clock it cannot give times, and it requires \(p\) to be constant.

The common variable has different meanings. In the first derivation \(t\) is exposure; in the second \(s\) is an inverse length. They meet because the gap distribution above length 1 is an exponential whose inverse decay length equals the exposure. For constant \(p\), the coverage still to come after exposure \(t\) is therefore \(\int_1^\infty G(h,t)\,N(h)\,dh=t^2K(t)\,m(t)\), and by the solution for \(m\) this equals \(\int_t^\infty(1+2pu)\,K(u)\,du\), as the first derivation requires.

## A precursor in a narrow groove

Take a bulky amido hafnium precursor adsorbing along a groove in an oxide during atomic layer deposition. The disks are only a caricature of it: gravity is negligible for a molecule, so rolling stands for sliding over an adsorbed neighbour under attraction to the surface, and the precursor sheds ligands on chemisorption, so its footprint is not that of the arriving molecule. The inputs are rough: diameter and groove width 0.7 nm, mass 355 u, temperature 500 K, partial pressure 0.1 Torr. A molecule that reaches the line reacts with probability 0.01 and otherwise leaves. This multiplies all filling rates by the same factor and so changes only the time scale.

The impingement flux is \(J=P/\sqrt{2\pi mk_BT}=8.34\times10^4\ \mathrm{nm^{-2}\,s^{-1}}\). The unit of time is

\[
\frac{1}{8.34\times10^4\times0.01\times0.7\times0.7}\ \mathrm{s}=2.45\ \mathrm{ms}.
\]

The jammed loading is \(0.7476/0.7=1.07\) molecules per nm without rolling and \(0.8087/0.7=1.16\) per nm with it, a relative gain of 8.2 %. At the same flux, 99 % of the respective jamming coverage is reached after 42.2 units, or 103 ms, without rolling, and after 2.32 units, or 5.7 ms, with it. These times are inversely proportional to the reaction probability, which is uncertain, and they assume that the gas in the groove is not depleted and that every molecule whose centre crosses the opening is guided into the groove, although it is no wider than the molecule. They also assume vertical arrival. Molecules of a real gas arrive from all directions, so adsorbed molecules partly shade the narrow gaps. Without rolling, a gap \(1+\epsilon\) is then reached only within an angle of about \(\sqrt{2\epsilon}\) from the vertical, so it fills at a rate proportional to \(\epsilon^{3/2}\) and the deficit tends to fall as \(t^{-2/3}\). For a cosine distribution of directions along the groove, with shading by the walls ignored, the 99 % time without rolling grows about sixfold, to roughly 260 units, while with rolling it hardly changes. The coverages become about 0.743 and 0.820, a gain of about 10 %.

Real surfaces depart from the model in several ways. For these inputs the first one below changes the loading by more than rolling does, and each of the others changes it by about 2 to 3 %.

- **Discrete sites.** Suppose molecules can bind only at sites 0.3 nm apart. Each then takes up three sites of the row, and the closest spacing is 0.9 nm instead of 0.7 nm. An impact goes to the nearest site. If that site is blocked, the molecule is lost without rolling and takes the nearest permitted site of its gap with rolling, so each end of a gap collects impacts from 2.5 site spacings. The finite-gap recursion, rewritten as a sum over sites and solved numerically, gives 0.915 per nm without rolling and 0.958 per nm with it. The loading with rolling is 17 % below the continuous-line value, a larger change than the gain from rolling, and that gain itself shrinks to 4.6 %. The last digits depend on the rule: a capture length of 0.7 nm gives 0.956 with rolling, and letting unobstructed molecules shift to a permitted site gives 0.920 without it. The sign depends on the spacing: at 0.36 nm each molecule takes two sites and the loading with rolling is 1.24 per nm, above the continuous-line value.
- **Hopping of trapped molecules.** Let desorption cost 0.6 eV and a hop to a neighbouring gap 0.5 eV, with equal prefactors, the hop rate being the total over both directions. A molecule that hops into a gap with \(h\ge1\) sticks there in contact; otherwise it hops again or desorbs. The chance to hop rather than desorb is \(1/(1+e^{-0.1/0.0431})=0.91\). Gaps are then coupled and neither derivation applies. A simulation on 20 rings of 1000 diameters, with 12 arrivals per unit length, gives a coverage of \(0.830\pm0.001\) (standard error). If the hop rate holds for each direction, the chance is 0.95 and the coverage about 0.832.
- **Loss while rolling.** If half the rolling molecules escape, for instance sideways out of the groove, then \(p=0.5\) and the coverage is 0.787.
- **Finite length.** A row with 10 nm free between two adsorbed molecules has \(h=14.29\) and takes \(0.8087\times15.29-1=11.4\) molecules on average, against 11.6 from \(\theta_\infty h\).

Two other assumptions hold well for these inputs. With an attempt rate of \(10^{13}\ \mathrm{s^{-1}}\), a trapped molecule stays for about \(1.1\times10^{-7}\) s, so the second layer is occupied at the level of \(J\times(0.7\ \mathrm{nm})^2\times1.1\times10^{-7}\ \mathrm{s}\approx0.005\) per disk area. A chemisorbed molecule with a barrier of 1.8 eV hops about once in \(10^5\) s, far longer than the exposure.

The value 0.81 therefore belongs to rigid disks that fall vertically on a continuous line, with trapped disks removed. On a continuous line the loading is inversely proportional to the effective diameter, which must be known to better than about 8 % before a measured loading could reveal rolling. On the discrete sites considered above the loading is inversely proportional to the site spacing, as long as each molecule takes up three sites, and the spacing must be known to better than about 5 %. On a continuous line the approach to saturation is the stronger signature, since rolling changes it from algebraic to exponential. On discrete sites the approach is exponential in both cases, and rolling makes it faster.
